# Finite dispersion energy at the polarization catastrophe of two Drude oscillators

## The result

Two identical isotropic Drude oscillators have frequency $\omega_0$, polarizability volume $\alpha$ and separation $R$. Coupled as point dipoles, without retardation and at zero temperature, they have the interaction energy

$$\frac{E}{\hbar\omega_0}=\frac12\left[\sqrt{1-2a}+\sqrt{1+2a}+2\sqrt{1-a}+2\sqrt{1+a}-6\right],\qquad a=\frac{\alpha}{R^3}.$$

At the axial catastrophe, $a=1/2$ or $R_c=(2\alpha)^{1/3}$, one mode frequency reaches zero. The static response diverges, but the energy contains the frequency itself, not its inverse, so it stays finite:

$$\frac{E_c}{\hbar\omega_0}=\sqrt2+\sqrt{\tfrac32}-3=-0.361.$$

For $a>1/2$ the formula becomes complex, but the energy of the system does not. The Hamiltonian remains Hermitian and loses its lower bound, so there is no ground-state energy left for the formula to describe. For $1/2<a<1$, on the decaying branch, the formula's imaginary part is $-\hbar/2$ times the late decay rate of the survival probability of a Gaussian packet centred on the top of the unstable mode's potential.

## The coupling

Each oscillator is a charge $q$ of mass $m$, bound by a spring to a fixed charge $-q$. Let $\mathbf r_1,\mathbf r_2$ be the displacements, $K=1/4\pi\varepsilon_0$ and $f(\mathbf s)=1/|\mathbf R+\mathbf s|$. The Coulomb energy between the two pairs is

$$V=Kq^2\left[f(0)-f(\mathbf r_2)-f(-\mathbf r_1)+f(\mathbf r_2-\mathbf r_1)\right].$$

The constant and linear terms cancel. With $G_{ij}=\partial_i\partial_j(1/R)$, the second-order part is

$$V=\frac{Kq^2}{2}\left[(\mathbf r_2-\mathbf r_1)G(\mathbf r_2-\mathbf r_1)-\mathbf r_2G\mathbf r_2-\mathbf r_1G\mathbf r_1\right]=-Kq^2\,\mathbf r_1G\mathbf r_2 .$$

For $\mathbf R$ along $z$, $G=\mathrm{diag}(-1,-1,2)/R^3$. A static field $F$ displaces a free oscillator by $qF/m\omega_0^2$, so $\alpha=Kq^2/m\omega_0^2$ and $Kq^2/R^3=a\,m\omega_0^2$. Hence

$$V=a\,m\omega_0^2\,(x_1x_2+y_1y_2-2z_1z_2).$$

Put $z_\pm=(z_1\pm z_2)/\sqrt2$. Then $z_1^2+z_2^2=z_+^2+z_-^2$ and $2z_1z_2=z_+^2-z_-^2$, so the axial potential energy is

$$\tfrac12m\omega_0^2\left[(1-2a)z_+^2+(1+2a)z_-^2\right].$$

The same substitution gives $(1+a)x_+^2+(1-a)x_-^2$ for $x$, and likewise for $y$. Each mode has zero-point energy $\hbar\omega/2$. Subtracting $6\times\hbar\omega_0/2$ for the separated oscillators gives the stated $E$.

## The modes weighed at threshold

A mode contributes $\frac12(\omega/\omega_0-1)$ to $E/\hbar\omega_0$. At $a=1/2$:

| Mode | $\omega/\omega_0$ | Contribution |
|---|---|---|
| axial, in phase | $0$ | $-0.500$ |
| axial, out of phase | $\sqrt2$ | $+0.207$ |
| transverse, low (two) | $\sqrt{1/2}$ | $-0.293$ |
| transverse, high (two) | $\sqrt{3/2}$ | $+0.225$ |

The sum is $-0.361$. The soft mode can give up its own zero-point energy, $\hbar\omega_0/2$, and no more. Since all six frequencies are non-negative in the stable range, $E>-3\hbar\omega_0$ there.

At $a=1/2$ the soft coordinate has no restoring force and moves as a free particle. Its spectrum is a continuum starting at zero, and the edge is not reached by any normalizable state. Thus $E_c$ is the greatest lower bound of the spectrum, measured from the separated pair, and not the energy of a bound state. Diagonalizing the axial problem in growing number bases (10, 20 and 40 states per site) gives lowest levels of 0.744, 0.725 and 0.716 $\hbar\omega_0$, descending towards the edge at 0.707.

## What does diverge

**Response.** In a uniform static field $F$ along the axis both charges move by the same $z$, with $m\omega_0^2(1-2a)z=qF$. Each oscillator therefore responds with $\alpha/(1-2a)$. This is the polarization catastrophe: the local field from the neighbour sustains the dipole by itself.

**Fluctuation.** Write $\sigma=\sqrt{1-2a}$, so that $\omega_+=\sigma\omega_0$ and $\langle z_+^2\rangle=\hbar/(2m\sigma\omega_0)$, which diverges. The soft mode's potential energy has two parts:

$$\underbrace{\frac{\hbar\omega_0}{4\sigma}}_{\text{springs}}\;\underbrace{-\,2a\,\frac{\hbar\omega_0}{4\sigma}}_{\text{coupling}}=\frac{\hbar\omega_0}{4}\,\sigma .$$

Each part diverges, while their sum vanishes. The kinetic energy is also $\hbar\omega_0\sigma/4$, which restores the total $\hbar\omega_+/2$.

**Force.** Close to threshold let $\delta=(R-R_c)/R_c$. Then $1-2a=1-(R_c/R)^3\simeq3\delta$. The other modes vary linearly in $\delta$, so to leading order

$$E\simeq E_c+\frac{\hbar\omega_0}{2}\sqrt{3\delta},\qquad \frac{dE}{dR}\simeq\frac{\sqrt3\,\hbar\omega_0}{4R_c\sqrt\delta}.$$

The attraction is infinite at $R_c$, but an inverse square root is integrable, so the work done in bringing the oscillators together is finite.

## Two other views of the finite value

**Orders of perturbation theory.** Expanding the square roots cancels the odd powers and leaves

$$\frac{E}{\hbar\omega_0}=\sum_{n=2,4,\dots}\binom{1/2}{n}(2^n+2)\,a^n .$$

The first term is the London energy, $-\frac18\cdot6a^2=-\frac34a^2$, which is $-0.1875$ at threshold. All even coefficients are negative, so the higher orders add attraction; the full energy is 1.93 times the London value there. For large $n$, $|\binom{1/2}{n}|\simeq n^{-3/2}/(2\sqrt\pi)$. The radius of convergence is thus $a=1/2$, and at that point the terms still fall as $n^{-3/2}$, fast enough to converge. Beyond it they grow as $(2a)^n n^{-3/2}$, and the series diverges.

**Imaginary frequencies.** Since $\int_0^\infty 2\omega\,du/(u^2+\omega^2)=\pi$, integrating over $\omega$ from $\omega_0$ gives

$$\frac{\hbar}{2}(\omega-\omega_0)=\frac{\hbar}{2\pi}\int_0^\infty\ln\frac{u^2+\omega^2}{u^2+\omega_0^2}\,du .$$

For the soft mode at threshold the integrand behaves as $2\ln(u/\omega_0)$ near $u=0$. It is infinite at one point, but its integral up to a small $\epsilon$ is $2\epsilon[\ln(\epsilon/\omega_0)-1]$, which vanishes with $\epsilon$. The static response is infinite, but the energy collects the response at all frequencies.

## Shorter separation: what the complex value means

For $1/2<a<1$ let $\lambda=\omega_0\sqrt{2a-1}$. The soft mode has

$$H_+=\frac{p^2}{2m}-\frac12m\lambda^2z_+^2 .$$

A fixed Gaussian packet displaced by $d$ has energy (constant) $-\frac12m\lambda^2d^2$, which can be made as low as desired. At $a=0.6$ the three number bases above give lowest axial levels of $-0.7$, $-3.7$ and $-10.5\,\hbar\omega_0$: there is nothing to converge to.

The closed formula replaces $\omega_+$ by $\pm i\lambda$. In the frequency integral the numerator is now $u^2-\lambda^2$, negative for $0<u<\lambda$. There the logarithm gains $\pm i\pi$, which contributes $(\hbar/2\pi)(\pi\lambda)=\hbar\lambda/2$ in magnitude.

To interpret this, follow a packet. With $\zeta=z_+\sqrt{m\lambda/\hbar}$ and $\tau=\lambda t$, insert $\psi=N e^{-\beta\zeta^2/2}$, $\beta(0)=1$, into $i\partial_\tau\psi=-\frac12\psi''-\frac12\zeta^2\psi$. Matching powers of $\zeta$ gives

$$\beta'=-i(\beta^2+1),\qquad \frac{N'}{N}=-\frac{i\beta}{2}.$$

The solution is $\beta=\tan\varphi$ with $\varphi=\pi/4-i\tau$, and $N^2/N_0^2=\cos(\pi/4)/\cos\varphi$. The Gaussian overlap integral gives $\langle\psi_0|\psi\rangle=(N/N_0)\sqrt{2/(1+\beta)}$, hence

$$\langle\psi_0|\psi\rangle^2=\frac{2\cos(\pi/4)}{\cos\varphi+\sin\varphi}=\frac{1}{\cos(\varphi-\pi/4)}=\frac1{\cosh\lambda t}.$$

The survival probability is $1/\cosh\lambda t$, which tends to $2e^{-\lambda t}$. A state with "energy" $-i\hbar\lambda/2$ would have $|e^{-iEt/\hbar}|^2=e^{-\lambda t}$, the same rate. The lower sign therefore describes this packet leaving the top of the inverted parabola. The rate depends on the packet's symmetry: an odd packet proportional to $\zeta e^{-\zeta^2/2}$ has the late rate $3\lambda$. For $a>1$ two transverse modes become unstable as well.

## Worked example: phosphorus atoms

The free phosphorus atom has a half-filled $p$ shell and an isotropic ground state. Unrestricted Hartree–Fock (UHF), which omits electron correlation, gives $\alpha=0.003761\ \mathrm{nm^3}$ and a dipole variance $\langle d_z^2\rangle=0.01954\ e^2\,\mathrm{nm^2}$. For a Drude oscillator $\langle d_z^2\rangle=q^2\hbar/(2m\omega_0)$; dividing by $\alpha$ gives

$$\hbar\omega_0=\frac{2K\langle d_z^2\rangle}{\alpha}=14.96\ \mathrm{eV},\qquad R_c=(2\times0.003761)^{1/3}\,\mathrm{nm}=0.196\ \mathrm{nm}.$$

This $\hbar\omega_0$ is an effective value that reproduces two UHF properties of the atom, not an excitation energy. It does not reproduce the atom's dispersion: the model's London coefficient, $\frac34\hbar\omega_0\alpha^2$, is about 1.4 times the one obtained from the atom's time-dependent UHF response at imaginary frequencies. The figures are for the aug-cc-pVTZ basis. The larger aug-cc-pVQZ basis raises $\alpha$ to $0.003770\ \mathrm{nm^3}$, lowers $\hbar\omega_0$ by 0.06 eV and changes the $E_c$ below by 0.02 eV, so the last digits are not converged. The omitted correlation matters more: in the aug-cc-pVDZ basis, coupled-cluster theory (CCSD) lowers $\hbar\omega_0$ by about 2.3 eV and weakens $E_c$ by about 0.8 eV relative to UHF. The mode quanta at $R_c$ are 0, 21.16, 10.58 (twice) and 18.33 eV (twice), so

$$E_c=\tfrac12(0+21.162)+10.581+18.327-3(14.964)=-5.40\ \mathrm{eV},$$

against $-2.81$ eV from the London term.

At $R=1.0001R_c$ the coupling energy is $-215.5$ eV. The one-site cost, meaning the kinetic and spring energy of both oscillators less $3\hbar\omega_0$, is $+210.3$ eV, yet the two add to $-5.27$ eV. The attraction there is 3300 eV/nm, and at $1.000001R_c$ it is 33 000 eV/nm: ten times larger for a distance $\delta$ a hundred times smaller, as the inverse square root requires.

At $0.95R_c$, $a=0.583$ and $\hbar\lambda=6.10$ eV. The continued formula gives $-5.39-3.05i$ eV. The imaginary part is $-\hbar\lambda/2$, and the growth time $1/\lambda$ is 0.11 fs. The real part is the sum over the five stable modes, less $3\hbar\omega_0$; it is not a binding energy.

## Neglected effects weighed

**Temperature.** A mode's partition function is $1/[2\sinh(\hbar\omega/2k_BT)]$, so its free energy tends to $k_BT\ln(\hbar\omega/k_BT)$ as $\omega\to0$. At any $T>0$ this diverges to $-\infty$ at threshold: the finite limit of the free energy belongs to zero temperature. For this example at 300 K, $k_BT=0.026$ eV, and the soft quantum falls below it only within about $2\times10^{-7}$ nm of $R_c$.

**Finite dipole size.** Replace $1/R$ by $v=\mathrm{erf}(R/s)/R$. Near the origin $v\simeq\frac{2}{\sqrt\pi s}(1-R^2/3s^2)$, so $-\alpha v''(0)=4\alpha/(3\sqrt\pi s^3)$. Choosing $s$ to make this 1 gives $s=0.141$ nm. Because $v$ has a positive Fourier transform, its second derivative along any axis is largest in magnitude at $R=0$. Every coupling is then below 1 for $R>0$, and all modes stay stable. At the former $R_c$ the axial coupling is 0.28 instead of 1, and the energy is $-0.66$ eV instead of $-5.40$ eV. The size of this reduction depends on $s$: a value 10% smaller or larger gives about $-1.0$ or $-0.4$ eV. Stability at all separations also depends on $s$: with the smaller value the coupling at $R=0$ is $1/0.9^3=1.37$, and an instability returns below about $0.48R_c$.

**Overlap and exchange.** At $R_c$, 2.9 of an atom's 15 electrons lie beyond $R_c/2$. The UHF interaction energy of the pair with all six unpaired spins parallel is $+7.5$ eV, larger in size than the model's whole attraction. That calculation uses the aug-cc-pVDZ basis; cc-pVDZ, without diffuse functions, gives $+7.8$ eV and the larger aug-cc-pVTZ basis $+7.2$ eV, so the value is uncertain by a few tenths of an eV. It omits dispersion and is not corrected for basis-set superposition, and it does not describe the bonded molecule.

For real phosphorus, then, the assumption of point dipoles without overlap fails before $R_c$ is reached. Already at $1.5R_c$, smearing weakens the model's attraction from $-0.25$ to $-0.19$ eV, and the UHF interaction of the high-spin pair is $+0.86$ eV in the aug-cc-pVDZ basis (0.02 eV lower in aug-cc-pVTZ). The value $-0.361\,\hbar\omega_0$ is a property of the point-dipole model, and $-5.4$ eV should not be read as a dispersion energy of two phosphorus atoms at 0.196 nm. The numerical output below lists the model's energies at further separations; at long range they are too large for real phosphorus, because the model's London coefficient is.

## Numbers as computed

```
critical energy, formula: -0.361042 hbar w0
critical energy, series of 400000 orders: -0.36060 hbar w0
critical energy, log integral: -0.361042 hbar w0
critical energy, integrated force: -0.361042 hbar w0
second-order London energy at Rc: -0.1875 hbar w0
ratio full/London at Rc: 1.9256
a=0.4: diagonalized energy -0.147760 hbar w0
a=0.4: formula energy -0.147760 hbar w0
axial continuum edge at a=0.5: 0.70711 hbar w0
basis 10 per site: lowest axial level a=0.5 0.7439, a=0.6 -0.6947 hbar w0
basis 20 per site: lowest axial level a=0.5 0.7249, a=0.6 -3.7095 hbar w0
basis 40 per site: lowest axial level a=0.5 0.7157, a=0.6 -10.4854 hbar w0
inverted mode: late decay rate of survival 0.9771 lam
--- phosphorus atom, UHF/aug-cc-pVTZ ---
polarizability volume alpha: 0.003761 nm^3
dipole variance per axis: 0.019544 e^2 nm^2
oscillator quantum hbar w0: 14.964 eV
critical separation Rc: 0.1959 nm
mode quantum at Rc, axial in-phase (x1): 0.000 eV
mode quantum at Rc, axial out-of-phase (x1): 21.162 eV
mode quantum at Rc, transverse low (x2): 10.581 eV
mode quantum at Rc, transverse high (x2): 18.327 eV
dispersion energy at Rc: -5.403 eV
London energy at Rc: -2.806 eV
R/Rc, E (eV), <V> (eV), one-site cost (eV), attraction (eV/nm):
  2.000000  -0.0440  -0.088  0.044  0.68
  1.500000  -0.2516  -0.514  0.263  5.25
  1.100000  -1.8845  -4.673  2.789  65.04
  1.010000  -4.1332  -20.668  16.535  313.31
  1.000100  -5.2732  -215.533  210.260  3299.66
  1.000001  -5.3897  -2159.449  2154.059  33062.91
at 0.95 Rc: a = 0.5832, hbar lam = 6.103 eV
at 0.95 Rc: continued formula, real part -5.390 eV
at 0.95 Rc: continued formula, imaginary part -3.052 eV
at 0.95 Rc: growth time 1/lam = 0.1078 fs
--- effects neglected by the point-dipole model, at Rc ---
electrons of one atom beyond Rc/2: 2.913 of 15
UHF/aug-cc-pVDZ interaction, high-spin pair: 7.491 eV
smearing length s: 0.1414 nm
smeared axial coupling at Rc: 0.2803 (point dipoles: 1)
largest smeared coupling, R from 0.1 s to 10 s: 0.9940
smeared dispersion energy at Rc: -0.657 eV
thermal energy at 300 K: 0.02585 eV
soft quantum below kT only within 1.95e-07 nm of Rc
```
